# Inverse effective-mass tensor for the ultrasoft eigenproblem by second-order k.p theory: verification in Python

```python
# Inverse effective mass for the pencil H_k c = e S_k c, with <m|S|n> = delta_mn.
# Result under test, nondegenerate band n, subscripts a,b = d/dk_a, d/dk_b:
#   d_a d_b e_n = <n|H_ab - e_n S_ab|n> + 2Re sum_{m!=n} V^a_nm V^b_mn/(e_n-e_m)
#                 - (v_a s_b + v_b s_a),
#   V^a = H_a - e_n S_a,  v_a = V^a_nn = d_a e_n,  s_a = <n|S_a|n>.
# Model: plane waves (fixed G set), Gaussian wells, Gaussian s,p projectors beta,
# H = kinetic + Vloc + beta D beta^+, S = 1 + beta q beta^+.  Units eV, angstrom.
# A "jet" is the tuple (M, dM/dk_a, d2M/dk_a dk_b).  hm = hbar^2/m_e.
import numpy as np, sympy as sp
from scipy.linalg import eigh, cholesky
from scipy.constants import hbar, m_e, e as qe

hm = hbar**2/m_e/qe*1e20
cell = np.array([2.5, 3.0, 3.5]); vol = cell.prod(); ecut = 200.0
rb, rchi, tscale = 0.6, 0.35, 0.4
Dd = np.array([3., -8., -8., -8.]); qd = np.array([0.5, 1.5, 1.5, 1.5])
wells = [(-12.0, 0.7, np.zeros(3)), (-8.0, 0.6, np.array([0.45, 0.6, 0.4]))]
k0 = np.array([0.5, 0.3, 0.2]); shift = 5.0; kF = 0.8
rng_n = np.arange(-5, 6)
G = np.array([[i, j, l] for i in rng_n for j in rng_n for l in rng_n])*2*np.pi/cell
G = G[0.5*hm*(G**2).sum(1) <= ecut]; N = len(G)
dG = G[:, None]-G[None]
Vloc = sum(d*(2*np.pi*s*s)**1.5/vol*np.exp(-0.5*s*s*(dG**2).sum(2)-1j*dG@(t*cell))
           for d, s, t in wells)
I3 = np.eye(3)

def beta_jet(k, r):
    K = (G+k).T
    g = (4*np.pi*r*r)**0.75/np.sqrt(vol)*np.exp(-0.5*r*r*(K**2).sum(0))
    g1 = -r*r*K*g
    g2 = (r**4*K[:, None]*K[None]-r*r*I3[:, :, None])*g
    B0 = np.zeros((N, 4), complex); B1 = np.zeros((3, N, 4), complex)
    B2 = np.zeros((3, 3, N, 4), complex); c = -1j*np.sqrt(2)*r
    B0[:, 0], B1[..., 0], B2[..., 0] = g, g1, g2
    for i in range(3):
        B0[:, i+1] = c*K[i]*g
        B1[..., i+1] = c*(I3[i][:, None]*g+K[i]*g1)
        B2[..., i+1] = c*(I3[i][:, None, None]*g1[None]+I3[i][None, :, None]*g1[:, None]+K[i]*g2)
    return B0, B1, B2
def dag(A): return tuple(np.ascontiguousarray(np.swapaxes(x, -1, -2).conj()) for x in A)
def mul(A, B):
    return (A[0]@B[0], A[1]@B[0]+A[0]@B[1],
            A[2]@B[0]+A[1][:, None]@B[1][None]+A[1][None]@B[1][:, None]+A[0]@B[2])
def local_jet(k):
    K = G+k
    return (np.diag(0.5*hm*(K**2).sum(1))+Vloc,
            np.array([np.diag(hm*K[:, a]) for a in range(3)], complex),
            hm*I3[:, :, None, None]*np.eye(N, dtype=complex))
def jets(k):
    B = beta_jet(k, rb); Bd = dag(B)
    nl = mul(tuple(x*Dd for x in B), Bd); S = mul(tuple(x*qd for x in B), Bd)
    return tuple(x+y for x, y in zip(local_jet(k), nl)), (S[0]+np.eye(N), S[1], S[2])
def pencil(k):
    B = beta_jet(k, rb)[0]
    return (np.diag(0.5*hm*((G+k)**2).sum(1))+Vloc+(B*Dd)@B.conj().T,
            np.eye(N)+(B*qd)@B.conj().T)
def terms(H, S, n):
    e, C = eigh(H[0], S[0]); c = C[:, n]; Cd = C.conj().T
    Ha = (H[1]@c)@Cd.T; Sa = (S[1]@c)@Cd.T          # [a,m] = <m|X_a|n>
    Hab = ((H[2]@c)@c.conj()).real; Sab = ((S[2]@c)@c.conj()).real
    D = e[n]-e; w = np.zeros(N); m = np.arange(N) != n; w[m] = 1/D[m]
    pair = lambda X, Y, wt: np.einsum('am,bm,m->ab', X.conj(), Y, wt).real
    V = Ha-e[n]*Sa; v = V[:, n].real; s = Sa[:, n].real
    t = dict(e=e, C=C, V=V, v=v, s=s, w=w, Hab=Hab, eS=-e[n]*Sab, inter=2*pair(V, V, w),
             vs=-(np.outer(v, s)+np.outer(s, v)), naive=Hab+2*pair(Ha, Ha, w))
    t['tot'] = t['Hab']+t['eS']+t['inter']+t['vs']
    pi = Ha-0.5*(e+e[n])*Sa; one = np.ones(N); t['pi'] = pi
    t['pp'] = 2*pair(pi, pi, w); t['ps'] = -(pair(pi, Sa, one)+pair(Sa, pi, one))
    t['ss'] = 0.5*pair(Sa, Sa, D)
    t['inter10'] = 2*pair(V, V, w*(np.arange(N) < 10))
    return t
c1 = np.array([-1, 9, -45, 0, 45, -9, 1])/60.; c2 = np.array([2, -27, 270, -490, 270, -27, 2])/180.
def line(k, d, h=2e-3):
    E = np.array([eigh(*pencil(k+j*h*d), eigvals_only=True, subset_by_index=[0, 2])
                  for j in range(-3, 4)])
    return c1@E/h, c2@E/h**2
def fd(k):
    v = np.zeros((3, 3)); M = np.zeros((3, 3, 3))   # last index: band
    for a in range(3):
        v[a], M[a, a] = line(k, I3[a])
        for b in range(a):
            M[a, b] = M[b, a] = 0.5*(line(k, (I3[a]+I3[b])/2**.5)[1]-line(k, (I3[a]-I3[b])/2**.5)[1])
    return v, M
close = lambda x, y, tol: np.abs(x-y).max() < tol*(1+np.abs(y).max())

# projector transforms and their k-derivatives from real-space quadrature of (-i x) moments
x = np.linspace(-7, 7, 4001); phi = (np.pi*rb*rb)**-0.25*np.exp(-x*x/(2*rb*rb))
ig = int(np.argmin(((G-np.array([2.5, -2.1, 1.8]))**2).sum(1))); K = G[ig]+k0
def ft(j, extra):
    p = np.array(extra, int)+(I3[j-1].astype(int) if j else 0)
    val = np.prod([(x**p[c]*phi*np.exp(-1j*K[c]*x)).sum()*(x[1]-x[0]) for c in range(3)])
    return val*(-1j)**int(sum(extra))*(np.sqrt(2)/rb if j else 1)/np.sqrt(vol)
B = beta_jet(k0, rb)
for j in range(4):
    assert abs(ft(j, [0, 0, 0])-B[0][ig, j]) < 1e-10
    for a in range(3):
        assert abs(ft(j, I3[a])-B[1][a, ig, j]) < 1e-10
        for b in range(3): assert abs(ft(j, I3[a]+I3[b])-B[2][a, b, ig, j]) < 1e-10

# one-band pencil, symbolic
ka, kb = sp.symbols('ka kb'); Hs = sp.Function('H')(ka, kb); Ss = sp.Function('S')(ka, kb); es = Hs/Ss
va, vb = [(Hs.diff(z)-es*Ss.diff(z))/Ss for z in (ka, kb)]
assert sp.simplify(es.diff(ka, kb)-((Hs.diff(ka, kb)-es*Ss.diff(ka, kb))/Ss
                   - va*Ss.diff(kb)/Ss-vb*Ss.diff(ka)/Ss)) == 0

# main formula, velocity and Hermitian form against finite differences of eigenvalues
H, S = jets(k0); vfd, Mfd = fd(k0); T = [terms(H, S, n) for n in range(3)]
for n, t in enumerate(T):
    assert close(t['v'], vfd[:, n], 1e-7) and close(t['tot'], Mfd[..., n], 1e-5)
    assert close(t['Hab']+t['eS']+t['pp']+t['ps']+t['ss'], Mfd[..., n], 1e-5)
t = T[0]; e, C = t['e'], t['C']; c = C[:, 0]
assert np.abs(t['tot']-t['vs']-Mfd[..., 0]).max()/hm > 1e-3
# first-order state against differenced eigenvectors in a fixed gauge
def vec(k):
    u = eigh(*pencil(k), subset_by_index=[0, 0])[1][:, 0]; z = c.conj()@S[0]@u
    return u*abs(z)/z
for b in range(3):
    co = C.conj().T@S[0]@(vec(k0+1e-4*I3[b])-vec(k0-1e-4*I3[b]))/2e-4
    ref = t['V'][b]*t['w']; ref[0] = -0.5*t['s'][b]
    assert close(co, ref, 1e-6)
# sum-free Sternheimer route
Sc = S[0]@c; Vc = H[1]@c-e[0]*(S[1]@c)
Abig = np.block([[H[0]-e[0]*S[0], Sc[:, None]], [Sc.conj()[None], np.zeros((1, 1))]])
X = np.array([np.linalg.solve(Abig, np.append(-(Vc[b]-t['v'][b]*Sc), -0.5*t['s'][b]))[:N] for b in range(3)])
Mst = t['Hab']+t['eS']-np.outer(t['s'], t['v'])+2*(Vc.conj()@X.T).real
assert close(Mst, Mfd[..., 0], 1e-5)
# energy origin
ts = terms(tuple(h+shift*s for h, s in zip(H, S)), S, 0)
assert close(ts['Hab']+ts['eS'], t['Hab']+t['eS'], 1e-9)
assert close(ts['inter'], t['inter'], 1e-9) and close(ts['vs'], t['vs'], 1e-9)
assert np.abs(ts['naive']-t['naive']).max()/hm > 1e-3
# time reversal and Gamma
tm = terms(*jets(-k0), 0); tg = terms(*jets(np.zeros(3)), 0); Mg = fd(np.zeros(3))[1][..., 0]
assert close(tm['s'], -t['s'], 1e-9) and close(tm['v'], -t['v'], 1e-9) and close(tm['vs'], t['vs'], 1e-9)
assert np.abs(tg['s']).max() < 1e-9 and np.abs(tg['v']).max() < 1e-8
assert close(tg['tot'], Mg, 1e-5) and np.abs(tg['naive']-Mg).max()/hm > 1e-3
# line integral of curvature equals end-point slope
xg, wg = np.polynomial.legendre.leggauss(12)
tl = [terms(*jets(0.5*kF*(z+1)*I3[0]), 0) for z in xg]
I_tot = 0.5*kF*sum(w*u['tot'][0, 0] for w, u in zip(wg, tl))
I_vs = 0.5*kF*sum(w*u['vs'][0, 0] for w, u in zip(wg, tl))
vF = line(kF*I3[0], I3[0])[0][0]
assert abs(I_tot-vF) < 1e-6 and abs(I_vs) > 1e-3
# congruence H = T^+ h T, S = T^+ T of a local h, T = 1 + tscale*chi beta^+
h = local_jet(k0); Tj = mul(tuple(tscale*z for z in beta_jet(k0, rchi)), dag(B))
Tj = (Tj[0]+np.eye(N), Tj[1], Tj[2]); Td = dag(Tj)
tc = terms(mul(Td, mul(h, Tj)), mul(Td, Tj), 0)
el, U = eigh(h[0]); pl = (h[1]@U[:, 0])@U.conj()
fsum = hm*I3+2*np.einsum('am,bm,m->ab', pl[:, 1:].conj(), pl[:, 1:], 1/(el[0]-el[1:])).real
assert close(tc['tot'], fsum, 1e-8) and np.abs(tc['vs']).max()/hm > 1e-4
Cc = tc['C']; P = Tj[0]@Cc; p = (h[1]@P[:, 0])@P.conj()
A = (Tj[1]@Cc[:, 0])@P.conj(); Ad = (Td[1]@P[:, 0])@Cc.conj(); de = tc['e']-tc['e'][0]
assert close(tc['V'], p+de*A, 1e-8) and close(tc['pi']-p, 0.5*de*(A-Ad), 1e-8)
assert np.abs(tc['pi']-p)[:, 1:5].max() > 1e-3 and np.abs(tc['V']-p)[:, 1:5].max() > 1e-3
# threefold degenerate level of a random pencil
rng = np.random.default_rng(3); nd = 8
def herm():
    z = rng.normal(size=(nd, nd))+1j*rng.normal(size=(nd, nd)); return (z+z.conj().T)/(2*np.sqrt(nd))
S0 = np.eye(nd)+0.2*herm(); L = cholesky(S0, lower=True); Q = eigh(herm())[1]
E = np.array([-2, -1, .3, .3, .3, 1.5, 2.5, 4.]); H0 = L@Q@np.diag(E)@Q.conj().T@L.conj().T
H1, H2, S1, S2 = herm(), herm(), herm(), herm(); Cr = np.linalg.solve(L.conj().T, Q)
R = lambda M: Cr.conj().T@M@Cr
dg = [2, 3, 4]; ot = [0, 1, 5, 6, 7]; ix = np.ix_(dg, dg); Vr = R(H1-E[2]*S1); sr = R(S1)[ix]
W = 0.5*R(H2-E[2]*S2)[ix]+(Vr[np.ix_(dg, ot)]/(E[2]-E[ot]))@Vr[np.ix_(ot, dg)]
ac = -0.5*(Vr[ix]@sr+sr@Vr[ix])
def err(l, on):
    ex = eigh(H0+l*H1+l*l/2*H2, S0+l*S1+l*l/2*S2, eigvals_only=True)[2:5]
    return np.abs(ex-E[2]-eigh(l*Vr[ix]+l*l*(W+on*ac), eigvals_only=True)).max()
r1, r0 = err(2e-3, 1)/err(1e-3, 1), err(2e-3, 0)/err(1e-3, 0)
assert 6.5 < r1 < 9.5 and 3.5 < r0 < 4.5

f = lambda a, d=4: ' '.join(f'{z:.{d}f}' for z in np.ravel(a))
six = lambda M: f(np.array([M[0, 0], M[1, 1], M[2, 2], M[0, 1], M[0, 2], M[1, 2]])/hm)
print(f'hbar^2/m_e = {hm:.5f} eV A^2')
print(f'cell = {f(cell,1)} A, volume = {vol:.2f} A^3, cutoff = {ecut:.0f} eV, plane waves = {N}')
for nm, (d, s, ta) in zip('AB', wells): print(f'well {nm}: depth {d:.1f} eV, sigma {s:.1f} A, frac pos {f(ta,2)}')
print(f'projector radius {rb} A, D_s {Dd[0]} eV, D_p {Dd[1]} eV, q_s {qd[0]}, q_p {qd[1]}')
print(f'k0 = {f(k0,1)} 1/A; bands 1-5 = {f(e[:5])} eV')
print(f'largest eigenvalue of S at k0 = {eigh(S[0],eigvals_only=True)[-1]:.4f}')
print(f'band 1 v = {f(t["v"],5)} eV A; finite diff = {f(vfd[:,0],5)} eV A')
print(f'band 1 v_x = {t["v"][0]*qe*1e-10/hbar:.4e} m/s')
print(f'band 1 s = {f(t["s"],5)} A')
print(f'|V^x_m1|, m=2..5 = {f(abs(t["V"][0,1:5]))} eV A')
print(f'xx interband, m=2..5 = {f(2*abs(t["V"][0,1:5])**2*t["w"][1:5]/hm)} 1/m_e')
print('band 1 at k0, tensors in 1/m_e, order xx yy zz xy xz yz')
for lab, M in [('<H_ab>', t['Hab']), ('-e<S_ab>', t['eS']), ('interband VV', t['inter']),
               ('interband, 10 bands', t['inter10']), ('-(vs+sv)', t['vs']), ('total', t['tot']),
               ('finite diff', Mfd[..., 0]), ('Sternheimer', Mst), ('total without vs', t['tot']-t['vs']),
               ('pi pi', t['pp']), ('pi s, all m', t['ps']), ('s s', t['ss']),
               ('naive NC formula', t['naive']), (f'naive, origin +{shift:.0f} eV', ts['naive'])]:
    print(f'  {lab}: {six(M)}')
print(f'principal masses = {f(hm/eigh(t["tot"],eigvals_only=True))} m_e')
print(f'principal masses without vs = {f(hm/eigh(t["tot"]-t["vs"],eigvals_only=True))} m_e')
for n in (1, 2):
    print(f'band {n+1} total: {six(T[n]["tot"])}; vs: {six(T[n]["vs"])} 1/m_e')
print(f'max |formula - finite diff|, bands 1-3 = {max(abs(T[n]["tot"]-Mfd[...,n]).max() for n in range(3))/hm:.1e} 1/m_e')
print(f'Gamma: e1 = {tg["e"][0]:.4f} eV, max|v| = {abs(tg["v"]).max():.0e} eV A, max|s| = {abs(tg["s"]).max():.0e} A')
for lab, M in [('-e<S_ab>', tg['eS']), ('total', tg['tot']), ('finite diff', Mg), ('naive', tg['naive'])]:
    print(f'  Gamma {lab}: {six(M)} 1/m_e')
print(f'line to kF = {kF} 1/A: integral {I_tot:.5f}, v(kF) {vF:.5f}, vs part {I_vs:.5f} eV A')
print(f'vs share of line integral = {100*I_vs/vF:.2f} %')
print(f'T model: chi radius {rchi} A, scale {tscale}, e1 = {el[0]:.4f} eV')
print(f'  f-sum of local h: {six(fsum)} 1/m_e')
print(f'  pencil total: {six(tc["tot"])} 1/m_e')
print(f'  pencil vs term: {six(tc["vs"])} 1/m_e')
print(f'  |p^z_21| {abs(p[2,1]):.4f}, |pi^z_21| {abs(tc["pi"][2,1]):.4f}, |V^z_21| {abs(tc["V"][2,1]):.4f} eV A')
print(f'degenerate test, error ratio on halving step: with anticommutator {r1:.2f}, without {r0:.2f}')
print('tests ok')
```

Output:

```
hbar^2/m_e = 7.61996 eV A^2
cell = 2.5 3.0 3.5 A, volume = 26.25 A^3, cutoff = 200 eV, plane waves = 163
well A: depth -12.0 eV, sigma 0.7 A, frac pos 0.00 0.00 0.00
well B: depth -8.0 eV, sigma 0.6 A, frac pos 0.45 0.60 0.40
projector radius 0.6 A, D_s 3.0 eV, D_p -8.0 eV, q_s 0.5, q_p 1.5
k0 = 0.5 0.3 0.2 1/A; bands 1-5 = -1.6347 1.9754 3.1111 5.9055 9.1111 eV
largest eigenvalue of S at k0 = 2.5085
band 1 v = 1.15407 0.79436 0.51915 eV A; finite diff = 1.15407 0.79436 0.51915 eV A
band 1 v_x = 1.7533e+05 m/s
band 1 s = 0.23650 0.12727 0.08716 A
|V^x_m1|, m=2..5 = 0.7346 1.6034 2.4490 0.7508 eV A
xx interband, m=2..5 = -0.0392 -0.1422 -0.2088 -0.0138 1/m_e
band 1 at k0, tensors in 1/m_e, order xx yy zz xy xz yz
  <H_ab>: 0.5462 0.4923 0.4793 0.1123 0.0748 0.0457
  -e<S_ab>: 0.0277 0.0407 0.0439 -0.0283 -0.0188 -0.0114
  interband VV: -0.4235 -0.2225 -0.1927 0.0518 0.0486 0.0369
  interband, 10 bands: -0.4089 -0.2120 -0.1814 0.0564 0.0517 0.0416
  -(vs+sv): -0.0716 -0.0265 -0.0119 -0.0439 -0.0293 -0.0178
  total: 0.0788 0.2840 0.3186 0.0919 0.0753 0.0534
  finite diff: 0.0788 0.2840 0.3186 0.0919 0.0753 0.0534
  Sternheimer: 0.0788 0.2840 0.3186 0.0919 0.0753 0.0534
  total without vs: 0.1504 0.3105 0.3305 0.1358 0.1047 0.0711
  pi pi: -0.9391 -0.6235 -0.5678 0.0521 0.0436 0.0338
  pi s, all m: 0.6237 0.5399 0.5251 -0.0160 -0.0040 -0.0027
  s s: -0.1797 -0.1655 -0.1619 -0.0283 -0.0203 -0.0120
  naive NC formula: -0.0421 0.1596 0.1797 0.2118 0.1632 0.1078
  naive, origin +5 eV: 0.4529 0.5468 0.5617 0.0154 0.0147 0.0142
principal masses = 29.6472 4.0279 2.5037 m_e
principal masses without vs = 16.7987 3.9617 2.0855 m_e
band 2 total: 0.1904 -0.0059 -1.0034 0.3953 -0.4607 -0.1276; vs: 0.0336 0.0024 0.0373 0.0097 -0.0403 -0.0096 1/m_e
band 3 total: -0.3263 0.5063 0.2629 -0.7911 -0.0774 0.0541; vs: 0.0066 0.1588 0.0027 0.0503 -0.0055 -0.0214 1/m_e
max |formula - finite diff|, bands 1-3 = 5.7e-09 1/m_e
Gamma: e1 = -2.1000 eV, max|v| = 3e-14 eV A, max|s| = 5e-15 A
  Gamma -e<S_ab>: 0.1480 0.1474 0.1484 -0.0002 0.0003 -0.0012 1/m_e
  Gamma total: 0.3630 0.2667 0.1449 0.0010 -0.0019 0.0100 1/m_e
  Gamma finite diff: 0.3630 0.2667 0.1449 0.0010 -0.0019 0.0100 1/m_e
  Gamma naive: 0.1285 -0.0476 -0.2609 0.0016 -0.0031 0.0167 1/m_e
line to kF = 0.8 1/A: integral 0.78496, v(kF) 0.78496, vs part -0.30547 eV A
vs share of line integral = -38.92 %
T model: chi radius 0.35 A, scale 0.4, e1 = -2.3009 eV
  f-sum of local h: 0.9923 0.9746 0.9501 -0.0006 -0.0005 -0.0022 1/m_e
  pencil total: 0.9923 0.9746 0.9501 -0.0006 -0.0005 -0.0022 1/m_e
  pencil vs term: -0.0190 -0.0055 -0.0020 -0.0102 -0.0063 -0.0033 1/m_e
  |p^z_21| 1.0878, |pi^z_21| 1.1945, |V^z_21| 1.2943 eV A
degenerate test, error ratio on halving step: with anticommutator 8.00, without 4.01
tests ok
```
